# Electron transmission across an effective-mass step without a band offset: verification in Python

```python
"""
Result under test: an electron of energy E meets an abrupt step of effective
mass (m1 on the left, m2 on the right) with no band offset, at normal incidence.
    T = 4 v1 v2 / (v1 + v2)^2,   R = ((v1 - v2) / (v1 + v2))^2
v1, v2: group velocities sqrt(2 E / m); r, t: reflected and transmitted
amplitudes; T, R: transmitted and reflected fractions of the current.
The independent road is a grid form of -(hbar^2/2) d/dx (1/m) d/dx, into which
no matching condition at the interface is inserted.
"""
import numpy as np
from scipy.constants import hbar, m_e, e as charge, k as boltzmann
from scipy.linalg import eigh_tridiagonal

NM = 1e-9
FS = 1e-15
MEV = 1e-3 * charge


def velocity(mass, kinetic_energy):
    return np.sqrt(2 * kinetic_energy / mass)


def reflection(speed_left, speed_right):
    return ((speed_left - speed_right) / (speed_left + speed_right)) ** 2


def transmission(speed_left, speed_right):
    return 4 * speed_left * speed_right / (speed_left + speed_right) ** 2


def grid_scattering(m_left, m_right, energy, offset=0.0, width=0.0,
                    transverse=0.0, spacing=0.02 * NM):
    """Return r, t, T from the grid equation.
    energy: total energy; offset: band edge on the right;
    width: length over which 1/m changes linearly;
    transverse: energy of the transverse motion on the left."""
    half = int(np.ceil(width / (2 * spacing))) + 2
    bond_x = (np.arange(-half - 1, half + 1) + 0.5) * spacing
    if width > 0:
        fraction = np.clip(bond_x / width + 0.5, 0, 1)
    else:
        fraction = (bond_x > 0).astype(float)
    inverse_mass = (1 - fraction) / m_left + fraction / m_right
    hop = hbar**2 * inverse_mass / (2 * spacing**2)
    potential_bond = offset * fraction + transverse * m_left * inverse_mass
    potential = (potential_bond[:-1] + potential_bond[1:]) / 2
    onsite = hop[:-1] + hop[1:] + potential
    phase_left = np.arccos(1 - (energy - potential_bond[0]) / (2 * hop[0]))
    phase_right = np.arccos(1 - (energy - potential_bond[-1]) / (2 * hop[-1]))
    # start from a purely outgoing wave on the right and step to the left
    psi_next, psi = np.exp(1j * phase_right), 1.0 + 0j
    for n in range(2 * half, -1, -1):
        psi_before = ((onsite[n] - energy) * psi - hop[n + 1] * psi_next) / hop[n]
        psi_next, psi = psi, psi_before
    sites = np.array([-half - 1, -half])
    waves = np.column_stack([np.exp(1j * phase_left * sites),
                             np.exp(-1j * phase_left * sites)])
    incoming, reflected = np.linalg.solve(waves, np.array([psi, psi_next]))
    r = reflected / incoming
    t = np.exp(-1j * phase_right * half) / incoming
    current_ratio = hop[-1] * np.sin(phase_right) / (hop[0] * np.sin(phase_left))
    return r, t, abs(t)**2 * current_ratio


# ---------------- worked example: round model parameters ----------------
m1, m2 = 0.07 * m_e, 0.10 * m_e
E = 100 * MEV
k1, k2 = np.sqrt(2 * m1 * E) / hbar, np.sqrt(2 * m2 * E) / hbar
v1, v2 = velocity(m1, E), velocity(m2, E)
r_formula, t_formula = (v1 - v2) / (v1 + v2), 2 * v1 / (v1 + v2)
T, R = transmission(v1, v2), reflection(v1, v2)

# group velocity from the slope of the band
for mass, k, v in ((m1, k1, v1), (m2, k2, v2)):
    dk = 1e-4 * k
    slope = hbar**2 * ((k + dk)**2 - (k - dk)**2) / (2 * mass) / (2 * dk)
    assert abs(slope / hbar / v - 1) < 1e-8

# amplitudes and transmission on the grid: energies, mass ratios, directions
# (tolerance: grid error of order (k * spacing)^2)
for mass_a, mass_b in ((m1, m2), (m2, m1), (m1, 4 * m1), (m1, 10 * m1)):
    for energy in (30 * MEV, 100 * MEV, 200 * MEV):
        va, vb = velocity(mass_a, energy), velocity(mass_b, energy)
        r, t, T_grid = grid_scattering(mass_a, mass_b, energy)
        assert abs(r - (va - vb) / (va + vb)) < 3e-4
        assert abs(t - 2 * va / (va + vb)) < 3e-4
        assert abs(T_grid - transmission(va, vb)) < 3e-4
        assert abs(T_grid + abs(r)**2 - 1) < 1e-8
r_grid, t_grid, T_grid = grid_scattering(m1, m2, E)

# ---------------- wave packet sent through the interface ----------------
step = 0.25 * NM
x = np.arange(-1000, 1001) * step
bonds = (np.arange(-1001, 1001) + 0.5) * step
hopping = hbar**2 / (2 * np.where(bonds < 0, m1, m2) * step**2) / charge
levels, modes = eigh_tridiagonal(hopping[:-1] + hopping[1:], -hopping[1:-1])
packet_width, packet_start = 20 * NM, -100 * NM
packet = np.exp(-(x - packet_start)**2 / (4 * packet_width**2) + 1j * k1 * x)
packet /= np.linalg.norm(packet)
weights = modes.T @ packet
right_side = x > 0
mean_positions = []
times = (280 * FS, 320 * FS)
for time in times:
    evolved = modes @ (np.exp(-1j * levels * charge * time / hbar) * weights)
    density = abs(evolved)**2
    R_packet = density[~right_side].sum()
    mean_positions.append((x * density)[right_side].sum()
                          / density[right_side].sum())
v_packet = (mean_positions[1] - mean_positions[0]) / (times[1] - times[0])
assert abs(R_packet - R) < 2e-4      # coarser grid than above
assert abs(v_packet / v2 - 1) < 0.01

# ---------------- residual band offset ----------------
offset = 20 * MEV
R_offset = {}
for sign in (1, -1):
    v2_offset = velocity(m2, E - sign * offset)
    R_offset[sign] = reflection(v1, v2_offset)
    r, t, T_off = grid_scattering(m1, m2, E, offset=sign * offset)
    assert abs(abs(r)**2 - R_offset[sign]) < 1e-4
k2_offset = np.sqrt(2 * m2 * (E - offset)) / hbar
R_wavevector = reflection(k1, k2_offset)
r_up = grid_scattering(m1, m2, E, offset=offset)[0]
assert abs(abs(r_up)**2 - R_wavevector) > 0.01   # wavevector form fails here
assert abs(reflection(k1, k2) - R) < 1e-12       # but agrees at zero offset
V_match = E * (1 - m2 / m1)
r_match = grid_scattering(m1, m2, E, offset=V_match)[0]
assert abs(r_match)**2 < 1e-6

# ---------------- thermal transverse motion ----------------
temperature = 300.0
E_t = boltzmann * temperature
v2_oblique = velocity(m2, E + E_t * (1 - m1 / m2))
R_oblique = reflection(v1, v2_oblique)
r = grid_scattering(m1, m2, E + E_t, transverse=E_t)[0]
assert abs(abs(r)**2 - R_oblique) < 1e-4

# ---------------- graded interface ----------------
grading = 1 * NM
R_graded = abs(grid_scattering(m1, m2, E, width=grading)[0])**2
R_graded_fine = abs(grid_scattering(m1, m2, E, width=grading,
                                    spacing=0.01 * NM)[0])**2
assert abs(R_graded - R_graded_fine) < 1e-5
assert R_graded < R

# ---------------- nonparabolic bands: two-band model ----------------
gap1, gap2 = 1.4 * charge, 1.9 * charge
u1 = velocity(m1 * (1 + E / gap1), E)
u2 = velocity(m2 * (1 + E / gap2), E)
R_two_band = reflection(u1, u2)


def two_band_state(mass, gap):
    """Coupling, lower/upper component ratio and group velocity at energy E."""
    coupling = hbar * np.sqrt(gap / (2 * mass))
    k = np.sqrt(E * (E + gap)) / coupling

    def solve(kk):
        matrix = np.array([[0, coupling * kk], [coupling * kk, -gap]]) / charge
        values, vectors = np.linalg.eigh(matrix)
        return values[1] * charge, vectors[:, 1]
    energy, vector = solve(k)
    assert abs(energy / E - 1) < 1e-9
    dk = 1e-4 * k
    speed = (solve(k + dk)[0] - solve(k - dk)[0]) / (2 * dk * hbar)
    return coupling, vector[1] / vector[0], speed


P1, d1, g1 = two_band_state(m1, gap1)
P2, d2, g2 = two_band_state(m2, gap2)
# continuity of the first component and of coupling times second component
scale = P1 * d1
r_tb, t_tb = np.linalg.solve(np.array([[-1, 1], [1, P2 * d2 / scale]]),
                             np.array([1, 1]))
T_tb = t_tb**2 * g2 * (1 + d2**2) / (g1 * (1 + d1**2))
assert abs(r_tb**2 - R_two_band) < 1e-8
assert abs(r_tb**2 + T_tb - 1) < 1e-6

# ---------------- printed numbers ----------------
print(f"mass left m1 = {m1/m_e:.2f} m0")
print(f"mass right m2 = {m2/m_e:.2f} m0")
print(f"energy E = {E/MEV:.1f} meV")
print(f"wavevector k1 = {k1*NM:.4f} 1/nm")
print(f"wavevector k2 = {k2*NM:.4f} 1/nm")
print(f"group velocity v1 = {v1:.4e} m/s")
print(f"group velocity v2 = {v2:.4e} m/s")
print(f"velocity ratio v2/v1 = {v2/v1:.4f}")
print(f"reflected amplitude r = {r_formula:.5f}")
print(f"transmitted amplitude t = {t_formula:.5f}")
print(f"density ratio t^2 = {t_formula**2:.5f}")
print(f"transmission T = {T:.5f} = {100*T:.3f} percent")
print(f"reflection R = {R:.5f} = {100*R:.3f} percent")
print(f"grid: r = {r_grid.real:.5f}, t = {t_grid.real:.5f}")
print(f"grid: T = {T_grid:.5f}")
print(f"r from wavevectors (wrong sign) = {(k1-k2)/(k1+k2):.5f}")
for ratio in (4, 10):
    T_ratio = transmission(v1, velocity(ratio * m1, E))
    print(f"T for m2/m1 = {ratio}: {T_ratio:.4f}")
print(f"packet: initial width (std. dev.) = {packet_width/NM:.1f} nm")
print(f"packet: reflected fraction = {R_packet:.5f}")
print(f"packet: transmitted speed = {v_packet:.4e} m/s")
print(f"residual offset size = {offset/MEV:.1f} meV")
print(f"R with offset up = {R_offset[1]:.5f}")
print(f"R with offset down = {R_offset[-1]:.5f}")
print(f"R, wavevector form, offset up (wrong) = {R_wavevector:.5f}")
print(f"offset for zero reflection = {V_match/MEV:.2f} meV")
print(f"temperature = {temperature:.0f} K")
print(f"transverse energy kT = {E_t/MEV:.2f} meV")
print(f"R with transverse energy kT = {R_oblique:.5f}")
print(f"grading length = {grading/NM:.1f} nm")
print(f"R with graded mass = {R_graded_fine:.5f}")
print(f"band gaps, two-band model = {gap1/charge:.1f}, {gap2/charge:.1f} eV")
print(f"R in two-band model = {R_two_band:.5f}")
print("checks complete")
```

It prints:

```
mass left m1 = 0.07 m0
mass right m2 = 0.10 m0
energy E = 100.0 meV
wavevector k1 = 0.4286 1/nm
wavevector k2 = 0.5123 1/nm
group velocity v1 = 7.0889e+05 m/s
group velocity v2 = 5.9310e+05 m/s
velocity ratio v2/v1 = 0.8367
reflected amplitude r = 0.08893
transmitted amplitude t = 1.08893
density ratio t^2 = 1.18578
transmission T = 0.99209 = 99.209 percent
reflection R = 0.00791 = 0.791 percent
grid: r = 0.08894, t = 1.08894
grid: T = 0.99209
r from wavevectors (wrong sign) = -0.08893
T for m2/m1 = 4: 0.8889
T for m2/m1 = 10: 0.7301
packet: initial width (std. dev.) = 20.0 nm
packet: reflected fraction = 0.00796
packet: transmitted speed = 5.9156e+05 m/s
residual offset size = 20.0 meV
R with offset up = 0.02072
R with offset down = 0.00190
R, wavevector form, offset up (wrong) = 0.00111
offset for zero reflection = -42.86 meV
temperature = 300 K
transverse energy kT = 25.85 meV
R with transverse energy kT = 0.00495
grading length = 1.0 nm
R with graded mass = 0.00736
band gaps, two-band model = 1.4, 1.9 eV
R in two-band model = 0.00715
checks complete
```
